Spreading resistance from a thin surface channel into a deep source

Let the source of a transistor be a layer of uniform resistivity ρ, junction depth d and width W. Its vertical edge lies at x = 0, its surface at y = 0 and its floor at y = d, with x pointing into the source and y downward. A surface channel of thickness a, with a much smaller than d, meets the edge over 0 < y < a. This opening is called the mouth. A current I enters the source through it; reversing the current reverses all voltages and leaves the resistance unchanged.

The flow is steady, ohmic and the same at every position along the width. No current crosses the surface, the junction floor, or the part of the edge below the mouth. The channel is a uniform layer of resistivity ρ_c with insulating faces. Far from the mouth, on either side, the flow is uniform over the available depth. If L_c and L are the lengths of channel and source between two distant electrodes, the spreading resistance R_sp is defined by

R_total = ρ_c L_c/(W a) + ρ L/(W d) + R_sp.

It is therefore the excess caused by crowding, and it vanishes when a = d. The result to be derived, for a much smaller than d, is

R_sp = (2ρ/(πW)) ln(C d/a),  2/π ≤ C ≤ exp(3/2)/(2π).

The prefactor does not depend on the channel. The number C does, weakly, because the channel's resistivity affects how the current is shared over the mouth.

**The logarithm and its prefactor.** Ohm's law is J = −(1/ρ)∇V, and current conservation is ∇·J = 0, so ∇²V = 0 in the source. Consider distances r from the corner that are large compared with a but small compared with d. The floor is then remote, and the source looks like a quarter plane with two insulating walls. The walls also allow terms that grow as r^(2m), but these come from the remote floor and are small here. The other allowed solutions are a constant, ln r, and terms r^(−2m) cos(2mθ) with m = 1, 2, and so on. The last group carries the details of the mouth and dies out at least as fast as (a/r)². What remains is radial flow through a quarter circle of arc length πr/2:

J_r = I/((π/2) r W),

dV/dr = −ρJ_r = −2ρI/(πWr).

Integration from r₁ to r₂ gives

V(r₁) − V(r₂) = (2ρI/(πW)) ln(r₂/r₁).

The factor 2/π is thus the inverse of the opening angle π/2. As a check, take a = 0.001 d with uniform current through the mouth. The surface potential between x = 0.01 d and x = 0.03 d, summed from the Fourier series given below, falls per unit of ln x by 0.6360 ρI/W, against 2/π = 0.6366. The radial argument cannot supply the two cutoff lengths, which require the fields at the mouth and at the floor.

**A mouth at one potential.** Suppose first that the mouth is an equipotential at V_m. With z = x + iy, the map

ζ = cosh(πz/d) = cosh(πx/d) cos(πy/d) + i sinh(πx/d) sin(πy/d)

carries the source onto the upper half-plane. The surface becomes ζ > 1, the floor becomes ζ < −1, and the edge, where ζ = cos(πy/d), fills the interval between them. The mouth occupies c ≤ ζ ≤ 1, with c = cos(πa/d). A linear rescaling moves its ends to −1 and 1:

u = (2ζ − 1 − c)/(1 − c).

Now define w = p + iq by u = cosh w, so that

u = cosh p cos q + i sinh p sin q.

The upper half-plane of u corresponds to p > 0 and 0 < q < π. On the mouth u lies between −1 and 1, hence p = 0. On the insulating boundary with u > 1 we have q = 0, and on that with u < −1 we have q = π. Since w is an analytic function of z, p is harmonic, and lines of constant q are perpendicular to lines of constant p. The normal derivative of p therefore vanishes on the insulating walls, and

V = V_m − Kp

satisfies every condition. The constant K follows from the current through a plane of constant x. The Cauchy–Riemann relation ∂p/∂x = ∂q/∂y gives

I = W ∫₀^d J_x dy = (WK/ρ) ∫₀^d (∂q/∂y) dy = πWK/ρ,

so K = ρI/(πW).

Far into the source, ζ ≈ ½ exp(πz/d) and u ≈ 2ζ/(1 − c). For large u, w ≈ ln(2u), hence

w ≈ ln(4ζ/(1 − c)) ≈ πz/d + ln(2/(1 − c)).

Because 1 − c = 2 sin²(πa/(2d)), the real part is

p ≈ πx/d − 2 ln sin(πa/(2d)).

Multiplication by K/I = ρ/(πW) gives

(V_m − V)/I = ρx/(Wd) + (2ρ/(πW)) ln[1/sin(πa/(2d))].

The first term is uniform flow, and the second is the spreading resistance for this mouth:

R_eq = (2ρ/(πW)) ln[1/sin(πa/(2d))].

It holds for any a up to d, and is zero at a = d as it must be. For a thin channel the sine equals its argument to leading order, which gives ln(2d/(πa)), or C = 2/π = 0.637. For d/a = 10 the logarithmic factor is 1.8551; a finite-volume resistor network, which solves the potential problem directly, gives 1.8542.

**Uniform current through the mouth.** The opposite case has J_x = I/(Wa) over the mouth and zero below it. With k_n = nπ/d, the cosine series of this step is

J_x(0,y) = (I/(Wd)) [1 + 2 Σ s_n cos(k_n y)],  s_n = sin(k_n a)/(k_n a),

where sums run over n ≥ 1. The coefficient is (2/d) times the integral of (I/(Wa)) cos(k_n y) from 0 to a. The harmonic potential with this current at x = 0, insulating surface and floor, and uniform flow far away is

V = V₀ − ρIx/(Wd) + (2ρI/(Wd)) Σ (s_n/k_n) cos(k_n y) exp(−k_n x).

Differentiating with respect to x and multiplying by −1/ρ returns the series for J_x. The mouth is no longer an equipotential, so a resistance must be defined through power. The power entering there is W∫J_x V dy, which equals I times the mean of V over the mouth because J_x is constant. The mean of cos(k_n y) over 0 < y < a is s_n. Hence

R_fl = (2ρ/(Wd)) Σ s_n²/k_n = (2ρ/(πW)) Σ s_n²/n.

To find the thin-channel limit, put ε = πa/d. Using sin²(nε) = [1 − cos(2nε)]/2,

Σ s_n²/n = Σ sin²(nε)/(n³ε²) = G(2ε)/(2ε²),  G(t) = Σ [1 − cos(nt)]/n³.

Two differentiations give G″(t) = Σ cos(nt)/n = −ln[2 sin(t/2)], which is −ln t to leading order at small t. Since G and G′ vanish at t = 0, two integrations give

G′(t) ≈ t − t ln t,

G(t) ≈ (3/4)t² − (1/2)t² ln t.

Setting t = 2ε and dividing by 2ε²,

Σ s_n²/n ≈ 3/2 − ln(2ε) = ln[exp(3/2) d/(2πa)].

This is again a logarithm with unit coefficient, now with C = exp(3/2)/(2π) = 0.713.

**Why a real channel lies between the two.** A channel of finite resistivity imposes neither condition, but both results bound it. The reason is a minimum principle. Let J be the true current between two equipotential electrodes, and let J + j be any other conserved current with the same total and the same insulating walls. The dissipated power of the second is

∫ρ|J + j|² dv = ∫ρ|J|² dv + 2∫ρJ·j dv + ∫ρ|j|² dv,

where dv is the volume element. In the middle term ρJ = −∇V. Since ∇·j = 0, that term becomes a surface integral of V times the normal component of j. It vanishes on the walls because j does not cross them, and on each electrode because V is constant there and j carries no net current. The true flow therefore has the least dissipation.

For the upper bound, choose as trial flow a uniform current in the channel, continued by the uniform-mouth solution in the source. Its power is I² times the uniform-flow resistances plus I²R_fl, so R_sp ≤ R_fl. For the lower bound, divide the true dissipation at the mouth. The channel part cannot be less than that of uniform flow. The source part cannot be less than the minimum for a current I entering through the mouth, which is attained when the mouth is an equipotential. Thus

R_eq ≤ R_sp ≤ R_fl.

Let κ = ρ_c/ρ. As κ grows, any fixed non-uniformity in the channel costs a power proportional to κ, while the total excess stays below R_fl. The non-uniformity must then die out, and R_sp approaches the upper bound. For d/a = 10 the bounds on the logarithmic factor are 1.8551 and 1.9675. The network gives 1.891, 1.919 and 1.943 for κ = 0.3, 1 and 3, and 1.965 for κ = 1000, with grid errors of a few thousandths.

**The cutoff radii.** For an equipotential mouth the two lengths in the logarithm can be identified. When |z| is much smaller than d, ζ ≈ 1 + π²z²/(2d²) and 1 − c ≈ π²a²/(2d²), so

u = 1 + 2(ζ − 1)/(1 − c) ≈ 1 + 2z²/a².

Since cosh w = 1 + 2 sinh²(w/2), this means w = 2 arsinh(z/a). For r much larger than a, p ≈ 2 ln(2r/a), and the resistance from the mouth out to r is

R(r) = (2ρ/(πW)) ln(2r/a).

The inner radius is a/2. Subtracting R(r) from the thin-channel total leaves (2ρ/(πW)) ln(d/(πr)), so the effective outer radius is d/π. Well between a and d, equal ratios of distance contribute equally, so a short stretch near the mouth can matter as much as a much longer one farther in.

This gives the effect of a corner region with a different resistivity ρ₁ out to radius r₁, provided a ≪ r₁ ≪ d. The equipotentials at r₁ are nearly circular, so the boundary does not deflect the flow, and ρ is replaced by ρ₁ in the inner part alone:

ΔR = (2(ρ₁ − ρ)/(πW)) ln(2r₁/a).

**A silicon example.** Take rough values for an n-channel device with a deep source: doping N = 1×10²⁰ cm⁻³, electron mobility μ = 90 cm²/Vs, d = 100 nm, a = 2.5 nm and W = 1 μm. With q the elementary charge,

ρ = 1/(qNμ) = 0.694 mΩ cm,

2ρ/(πW) = 2 × 6.935×10⁻⁴ Ω cm/(π × 10⁻⁴ cm) = 4.415 Ω.

An inversion layer with 1×10¹³ electrons per cm² and mobility 200 cm²/Vs has a sheet resistance of 3121 Ω per square. Spread over the thickness a, this gives

κ = 3121 Ω × 2.5×10⁻⁷ cm/(6.94×10⁻⁴ Ω cm) = 1.12.

Neither limiting mouth applies. For d/a = 40 the bounds on the logarithmic factor are 3.238 and 3.351, and the network solution for this channel is 3.305, with a grid error of about 0.001, corresponding to C = 0.68. Therefore

R_sp = 4.415 Ω × 3.305 = 14.6 Ω,

between the bounds 14.3 Ω and 14.8 Ω. At 0.5 mA it drops 7.3 mV. Ignorance of the current distribution at the mouth costs about 0.5 Ω, so the ideal model is well determined. Its assumptions are a larger concern.

**Comparison with real devices.** A depth of 100 nm represents a deep source without a shallow extension; strongly scaled planar transistors use much shallower junctions next to the channel. The assumption that matters most here is the abrupt, uniform doping. Suppose that within 10 nm of the corner the doping is 1×10¹⁹ cm⁻³ and the mobility 110 cm²/Vs, so that ρ₁ = 5.67 mΩ cm. The corner formula then gives

ΔR = [2 × (5.67 − 0.694)×10⁻³ Ω cm/(π × 10⁻⁴ cm)] ln 8 = 66 Ω.

The network, with an equipotential mouth and a single grid, gives 68 Ω; the difference is mainly grid error. The addition is more than four times the ideal R_sp. It is a size estimate for an assumed profile: a real profile is gradual, and electrons accumulated under an overlapping gate offer a parallel path that is not included. It is also a low-current figure. At 0.5 mA the mean drift velocity at the mouth of such a corner would be 1.2×10⁷ cm/s, above the rough saturation value of 10⁷ cm/s. The mean electron density of the channel, 4×10¹⁹ cm⁻³, also exceeds the corner doping, so electrons spill into the corner and ρ₁ is not fixed by the doping alone near the mouth.

Ohm's law is also doubtful at the mouth itself. The mean free path in the source, estimated as if the valleys were isotropic, is 4.7 nm, longer than a. A measure of the consequence is half the ballistic resistance of the channel,

R_b = (1/2)(h/(2q²))/M,  M = 2Wk/π,

where h is Planck's constant, M counts the conducting modes of the two lowest valleys, and k is their Fermi wavenumber. In this estimate, which takes one occupied subband at zero temperature, R_b = 18 Ω per end, larger than R_sp. It must not be added again if the channel model already contains it.

An ideal metal contact several tens of nanometres from the edge changes these numbers less. In the network solution an ideal contact covers the top surface from 60 nm to 150 nm from the edge, and also the end face of the source at 150 nm. This gives 20.8 Ω from mouth to metal, after the uniform channel resistance is removed; a finer grid raises the value by about 0.1 Ω. Adding R_sp to uniform flow over 60 nm gives 18.8 Ω, about 10% less. The sum treats the plane 60 nm from the edge as an electrode over the full depth, whereas current below the surface there must still flow on through the source to reach the metal. Metal much closer to the edge than the outer radius d/π collects the current before it has spread. The formula then no longer applies: with the metal starting at 10 nm the whole resistance is about 12.6 Ω, less than R_sp alone. Contact resistance between metal and silicon comes in addition and need not be small: at a contact resistivity of 10⁻⁸ Ω cm², current spread evenly over the 90 nm of top metal would meet 11 Ω, comparable with R_sp.

For the remaining effects only rough sizes are given. The screening length is about 0.6 nm, below a but not negligible beside it, so local neutrality is only approximate at the mouth. At 0.5 mA the mean drift velocity is 1.2×10⁶ cm/s on the source side of the mouth and, because the electron density is lower, 3.1×10⁶ cm/s on the channel side. For the uniformly doped source both are below the rough saturation value of 10⁷ cm/s. The source electrons are degenerate, with a zero-temperature Fermi energy near 72 meV against a thermal energy of 26 meV at 300 K; this enters the formula through the measured or assumed ρ. If warmer operation lowered the mobility to 80 cm²/Vs, with the doping and current distribution held fixed, R_sp would rise to 16.4 Ω.

The formula thus describes the spreading part of an ideal abrupt source. At fixed ρ, W and a, doubling d adds (2ρ/(πW)) ln 2, or 3.1 Ω here, to R_sp. This is an excess over a uniform term ρL/(Wd) that is halved at the same time. The total resistance to a fixed contact cannot rise when the source is deepened, and in the contact geometry above it falls by less than 1 Ω. The resistivity close to the corner, by contrast, can change the result several times over. The numerical output below lists the main values used.

Computed values

```
TESTS
depth/thickness in network tests: 10
log factor, equipotential mouth, formula: 1.8551
log factor, equipotential mouth, network: 1.8542
log factor, network, kappa = 0.3: 1.8912
log factor, network, kappa = 1: 1.9194
log factor, network, kappa = 3: 1.9430
log factor, network, kappa = 1000: 1.9646
log factor, uniform flux, series: 1.9675
surface log slope / (rho I/W): 0.6360
2/pi: 0.6366
thin-channel C, lower and upper: 0.6366, 0.7133
EXAMPLE (rough silicon values)
source doping: 1.0e+20 cm^-3
source mobility: 90 cm2/Vs
x_j, x_c: 100 nm, 2.5 nm
width: 1 um
inversion density: 1.0e+13 cm^-2
channel mobility: 200 cm2/Vs
source resistivity: 0.694 mOhm cm
source sheet resistance: 69.4 Ohm/square
channel sheet resistance: 3121 Ohm/square
kappa: 1.125
prefactor 2 rho/(pi W): 4.415 Ohm
log factor, lower bound: 3.2376
log factor, this channel, network: 3.3046
log factor, upper bound: 3.3512
C for this channel: 0.681
R_sp, lower bound: 14.29 Ohm
R_sp, this channel: 14.59 Ohm
R_sp, upper bound: 14.80 Ohm
drain current: 0.5 mA
voltage across R_sp: 7.29 mV
NEGLECTED EFFECTS (rough sizes)
light corner doping: 1.0e+19 cm^-3
light corner mobility: 110 cm2/Vs
light corner radius: 10 nm
light corner resistivity: 5.67 mOhm cm
added by light corner, formula: 65.9 Ohm
added by light corner, network: 67.7 Ohm
mean free path in source: 4.7 nm
ballistic resistance per end: 18.1 Ohm
top metal starts at: 60 nm
R to top metal, network: 20.8 Ohm
R_sp + uniform flow to there: 18.8 Ohm
source Fermi energy: 72 meV
thermal energy at 300 K: 25.9 meV
screening length in source: 0.56 nm
drift velocity at mouth: 1.25e+06 cm/s
assumed warm mobility: 80 cm2/Vs
R_sp with warm mobility: 16.41 Ohm
```
